**Weibull lifetime required by a ten-year failure limit**

For the failure law F(t) = 1 − exp[−(t/η)^β], the program tests that F(t) ≤ p requires η ≥ t[−ln(1−p)]^(−1/β). Here η is the characteristic lifetime, β the Weibull slope, t the service time and p the allowed failure probability. For t = 10 years, p = 0.01 percent and β = 1.5, the output gives a threshold of 4641 years. The program asserts that this formula agrees with a root search on a numerically integrated failure rate for three slopes, and that trial lifetimes below the threshold fail while those above it pass. It also asserts the area scaling on simulated minima of 1000 capacitors per chip, and follows the chain from stressed capacitors back to the chip's failure probability. Further assertions cover slope sensitivity, overvoltage, temperature, early-failing chips, spread between chips, failure at the second breakdown and counting fluctuations. In the SiO2 example the capacitors must show a characteristic lifetime of about 450 s at 2.6 V. The voltage exponent, activation energy, spread and defective fraction are assumed inputs, which the program does not establish.

## Check in Python

```python
"""Weibull lifetime needed for a small early failure fraction.

Result under test: if F(t) = 1 - exp(-(t/eta)**beta), then F(t) <= p
exactly when eta >= t * (-ln(1-p))**(-1/beta).
For t = 10 years, p = 1e-4, beta = 1.5 this is about 4640 years.
eta: characteristic life (63.2 % failed); beta: Weibull slope;
p: allowed failure probability of one chip within the service time t.
The example carries the chip requirement over to small SiO2 capacitors
under voltage stress. Its material parameters are rough assumptions.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import binom

service = 10.0            # years
limit = 1.0e-4            # allowed failure probability
slope = 1.5


def eta_formula(p, beta, t=service):
    return t * (-np.log1p(-p)) ** (-1.0 / beta)


def cumulative_hazard(t, eta, beta):
    """Numerical integral of the failure rate from 0 to t."""
    rate = lambda s: beta / eta * (s / eta) ** (beta - 1.0)
    return quad(rate, 0.0, t, epsabs=0.0, epsrel=1e-10)[0]


def failed(t, eta, beta):
    return -np.expm1(-cumulative_hazard(t, eta, beta))


def eta_by_search(p, beta):
    gap = lambda log_eta: failed(service, np.exp(log_eta), beta) / p - 1.0
    return np.exp(brentq(gap, np.log(20.0), np.log(1e7), xtol=1e-12))


# Threshold, its direction, and the meaning of eta
eta_chip = eta_formula(limit, slope)
slopes = [1.3, 1.5, 1.7]
eta_slopes = [eta_by_search(limit, b) for b in slopes]
for b, found in zip(slopes, eta_slopes):
    assert abs(found / eta_formula(limit, b) - 1.0) < 1e-7
assert 4600.0 < eta_chip < 4650.0
trial = eta_chip * np.array([0.5, 0.9, 0.999, 1.001, 1.1, 2.0])
passes = [failed(service, e, slope) <= limit for e in trial]
assert passes == [False, False, False, True, True, True]
failed_at_eta = failed(eta_chip, eta_chip, slope)
assert abs(failed_at_eta - (1.0 - np.exp(-1.0))) < 1e-8
failed_4600 = failed(service, 4600.0, slope)
failed_1000 = failed(service, 1000.0, slope)
assert failed_4600 > limit

# Small-probability form and slope sensitivity
eta_simple = service * limit ** (-1.0 / slope)
relative_shift = eta_chip / eta_simple - 1.0
assert abs(relative_shift / (-limit / (2.0 * slope)) - 1.0) < 1e-3
sensitivity = np.log(-np.log1p(-limit)) / slope**2
step = 1e-3
difference = np.log(eta_by_search(limit, slope + step)
                    / eta_by_search(limit, slope - step)) / (2.0 * step)
assert abs(difference / sensitivity - 1.0) < 1e-4

# Weakest-link area scaling, tested on simulated minima
chip_area, cap_area = 0.1, 1.0e-4      # cm2
cells = round(chip_area / cap_area)
area_factor = cells ** (1.0 / slope)
rng = np.random.default_rng(12345)
chips = 4000
minima = np.sort(rng.weibull(slope, (chips, cells)).min(axis=1))
predicted = -np.expm1(-(minima * area_factor) ** slope)
ranks = np.arange(1, chips + 1) / chips
distance = max(np.max(ranks - predicted),
               np.max(predicted - ranks + 1.0 / chips))
assert distance < 0.03                 # sampling noise is near 1/sqrt(4000)
eta_cap = eta_chip * area_factor

# Transfer to stress voltage, then forward check of the whole chain
thickness = 2.8                        # nm
v_use, v_stress, exponent = 1.5, 2.6, 44.0
field_use = 10.0 * v_use / thickness   # V/nm to MV/cm
field_stress = 10.0 * v_stress / thickness
year_s = constants.Julian_year
acceleration = (v_stress / v_use) ** exponent
eta_stress = eta_cap * year_s / acceleration
log_gain = quad(lambda v: exponent / v, v_use, v_stress)[0]
eta_back = eta_stress * np.exp(log_gain) / year_s
chip_failed = -np.expm1(-cells * cumulative_hazard(service, eta_back, slope))
assert abs(chip_failed / limit - 1.0) < 1e-6

# Slope error acts on both the percentile and the area scaling
stress_slopes = [e * cells ** (1.0 / b) * year_s / acceleration
                 for b, e in zip(slopes, eta_slopes)]
assert stress_slopes[0] > eta_stress > stress_slopes[2]

# Errors in voltage law, voltage and temperature
low_exponent = 42.0
exponent_factor = (v_stress / v_use) ** (exponent - low_exponent)
overvoltage = 0.02
voltage_factor = (1.0 + overvoltage) ** exponent
failed_over = failed(service, eta_chip / voltage_factor, slope)
assert abs(failed_over / (limit * voltage_factor**slope) - 1.0) < 1e-3
activation, t_use, t_rise = 0.6, 378.0, 10.0   # eV, K, K
k_ev = constants.k / constants.e
heat_factor = np.exp(activation / k_ev * (1 / t_use - 1 / (t_use + t_rise)))
heat_log = quad(lambda x: activation / (k_ev * x * x),
                t_use, t_use + t_rise)[0]
assert abs(np.exp(heat_log) / heat_factor - 1.0) < 1e-8

# A defective fraction that fails early
defective = 5.0e-5
eta_mixture = eta_formula((limit - defective) / (1.0 - defective), slope)


def mixture_gap(eta):
    early = -np.expm1(-(service / 0.01) ** 0.5)   # eta 0.01 y, slope 0.5
    total = defective * early + (1 - defective) * failed(service, eta, slope)
    return total / limit - 1.0


assert abs(brentq(mixture_gap, 1e3, 1e5) / eta_mixture - 1.0) < 1e-6

# Log-normal spread of eta between chips
spread = 0.5                           # standard deviation of ln(eta)
spread_factor = np.exp(slope * spread**2 / 2.0)
nodes, weights = np.polynomial.hermite_e.hermegauss(60)
weights = weights / weights.sum()


def spread_gap(median):
    lives = median * np.exp(spread * nodes)
    return weights @ -np.expm1(-(service / lives) ** slope) / limit - 1.0


eta_spread = brentq(spread_gap, 1e3, 1e5)
assert abs(eta_spread / (eta_chip * spread_factor) - 1.0) < 1e-3


# Failure only at the second independent breakdown
def second_breakdown(x):
    """First event at hazard u, second between u and x."""
    density = lambda u: np.exp(-u) * -np.expm1(-(x - u))
    return quad(density, 0.0, x, epsabs=0.0, epsrel=1e-10)[0]


x_second = brentq(lambda x: second_breakdown(x) / limit - 1.0, 1e-4, 1.0)
closed = -np.expm1(-x_second) - x_second * np.exp(-x_second)
assert abs(closed / limit - 1.0) < 1e-7
assert abs(x_second / np.sqrt(2.0 * limit) - 1.0) < 0.01
eta_second = service * x_second ** (-1.0 / slope)

# Counting fluctuations when the limit is met exactly
lot = 10000
more_than_one = binom.sf(1, lot, limit)
assert abs(more_than_one - (1.0 - 2.0 * np.exp(-1.0))) < 1e-3

print(f"service time: {service:.0f} years")
print(f"allowed failure probability: {100 * limit:.2f} percent")
print(f"Weibull slope: {slope:.1f}")
print(f"-ln(1-p): {-np.log1p(-limit):.8e}")
print(f"ratio eta/t: {eta_chip / service:.3f}")
print(f"required chip eta: {eta_chip:.2f} years")
print(f"small-p estimate of eta: {eta_simple:.2f} years")
print(f"relative shift from small-p estimate: {relative_shift:.3e}")
print(f"failed at t = eta: {100 * failed_at_eta:.2f} percent")
print(f"failed in 10 y if eta = 4600 y: {100 * failed_4600:.5f} percent")
print(f"failed in 10 y if eta = 1000 y: {100 * failed_1000:.4f} percent")
print(f"d ln(eta)/d slope: {sensitivity:.3f}")
for b, e, s in zip(slopes, eta_slopes, stress_slopes):
    print(f"slope {b:.1f}: chip eta {e:.0f} years")
    print(f"slope {b:.1f}: capacitor eta under stress {s:.0f} s")
print(f"oxide thickness: {thickness:.1f} nm")
print(f"chip gate area: {chip_area:.1f} cm2")
print(f"capacitor area: {cap_area:.1e} cm2")
print(f"area ratio: {cells}")
print(f"area factor on eta: {area_factor:.2f}")
print(f"simulated minima, largest CDF distance: {distance:.4f}")
print(f"required capacitor eta at use: {eta_cap:.4e} years")
print(f"use voltage: {v_use:.1f} V")
print(f"stress voltage: {v_stress:.1f} V")
print(f"nominal use field: {field_use:.2f} MV/cm")
print(f"nominal stress field: {field_stress:.2f} MV/cm")
print(f"voltage exponent: {exponent:.0f}")
print(f"voltage acceleration factor: {acceleration:.3e}")
print(f"required capacitor eta under stress: {eta_stress:.1f} s")
print(f"forward check, chip failures: {100 * chip_failed:.6f} percent")
print(f"exponent {low_exponent:.0f}: stress eta times {exponent_factor:.2f}")
print(f"overvoltage: {100 * overvoltage:.0f} percent")
print(f"overvoltage divides eta by: {voltage_factor:.2f}")
print(f"failed in 10 y with overvoltage: {100 * failed_over:.4f} percent")
print(f"use temperature: {t_use:.0f} K, rise: {t_rise:.0f} K")
print(f"activation energy: {activation:.1f} eV")
print(f"temperature rise divides eta by: {heat_factor:.2f}")
print(f"early-failing defective fraction: {100 * defective:.3f} percent")
print(f"eta needed by the other chips: {eta_mixture:.0f} years")
print(f"spread of ln(eta): {spread:.1f}")
print(f"spread factor on median eta: {spread_factor:.3f}")
print(f"median eta needed with spread: {eta_spread:.0f} years")
print(f"second breakdown, (t/eta)^slope: {x_second:.5f}")
print(f"second breakdown, required eta: {eta_second:.1f} years")
print(f"lot size: {lot} chips, expected failures: {lot * limit:.1f}")
print(f"chance of more than one failure: {100 * more_than_one:.1f} percent")
print("all assertions hold")
```

Running it gives:

```
service time: 10 years
allowed failure probability: 0.01 percent
Weibull slope: 1.5
-ln(1-p): 1.00005000e-04
ratio eta/t: 464.143
required chip eta: 4641.43 years
small-p estimate of eta: 4641.59 years
relative shift from small-p estimate: -3.333e-05
failed at t = eta: 63.21 percent
failed in 10 y if eta = 4600 y: 0.01014 percent
failed in 10 y if eta = 1000 y: 0.1000 percent
d ln(eta)/d slope: -4.093
slope 1.3: chip eta 11937 years
slope 1.3: capacitor eta under stress 2360 s
slope 1.5: chip eta 4641 years
slope 1.5: capacitor eta under stress 452 s
slope 1.7: chip eta 2254 years
slope 1.7: capacitor eta under stress 128 s
oxide thickness: 2.8 nm
chip gate area: 0.1 cm2
capacitor area: 1.0e-04 cm2
area ratio: 1000
area factor on eta: 100.00
simulated minima, largest CDF distance: 0.0180
required capacitor eta at use: 4.6414e+05 years
use voltage: 1.5 V
stress voltage: 2.6 V
nominal use field: 5.36 MV/cm
nominal stress field: 9.29 MV/cm
voltage exponent: 44
voltage acceleration factor: 3.242e+10
required capacitor eta under stress: 451.8 s
forward check, chip failures: 0.010000 percent
exponent 42: stress eta times 3.00
overvoltage: 2 percent
overvoltage divides eta by: 2.39
failed in 10 y with overvoltage: 0.0369 percent
use temperature: 378 K, rise: 10 K
activation energy: 0.6 eV
temperature rise divides eta by: 1.61
early-failing defective fraction: 0.005 percent
eta needed by the other chips: 7368 years
spread of ln(eta): 0.5
spread factor on median eta: 1.206
median eta needed with spread: 5598 years
second breakdown, (t/eta)^slope: 0.01421
second breakdown, required eta: 170.5 years
lot size: 10000 chips, expected failures: 1.0
chance of more than one failure: 26.4 percent
all assertions hold
```
